# An Upper Bound on the Static Polarizability of One Electron: a program that tests the result

```python
"""
Result under test, for one electron in its non-degenerate ground state:
    4 Var(x)^2 <= alpha_xx <= 2 Var(x) / Delta      (Hartree atomic units)
alpha_xx : static polarizability along x
Var(x)   : <x^2> - <x>^2 in the ground state
Delta    : lowest excitation energy with a non-zero x-dipole matrix element
           (the threshold, if the dipole strength lies in a continuum)
A static field F along x adds +F*x to the Hamiltonian (electron charge -1).
Cases: hard-walled box, anharmonic and harmonic wells, attractive delta well.
"""
import numpy as np
import sympy as sp
from scipy import constants as const

BOHR_ANGSTROM = const.physical_constants["Bohr radius"][0] * 1e10
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]


def show(label, value, unit, digits=6):
    print(f"{label}: {value:.{digits}f} {unit}")


def spectral_sums(strengths, gaps, cutoff):
    """Variance, polarizability, energy-weighted sum, first allowed gap."""
    variance = strengths.sum()
    polarizability = 2 * np.sum(strengths / gaps)
    weighted = np.sum(strengths * gaps)
    return variance, polarizability, weighted, gaps[strengths > cutoff].min()


# ---------------- Hard-walled box, centred at the origin ----------------
Lx, Ly, Lz = 6.0, 10.0, 4.0
nodes, weights = np.polynomial.legendre.leggauss(200)


def box_functions(count, length):
    n = np.arange(1, count + 1)[:, None]
    return np.sqrt(2 / length) * np.sin(n * np.pi * (nodes + 1) / 2)


def box_matrix(count, length, operator_values):
    f = box_functions(count, length)
    return (f * (weights * length / 2 * operator_values)) @ f.T


def box_energies(count, length):
    return (np.arange(1, count + 1) * np.pi / length) ** 2 / 2


x_grid = Lx / 2 * nodes
X = box_matrix(40, Lx, x_grid)
Sy = box_matrix(3, Ly, np.ones_like(nodes))
Sz = box_matrix(3, Lz, np.ones_like(nodes))
energy = (box_energies(40, Lx)[:, None, None]
          + box_energies(3, Ly)[None, :, None]
          + box_energies(3, Lz)[None, None, :]).ravel()
dipole = np.einsum("i,j,k->ijk", X[:, 0], Sy[:, 0], Sz[:, 0]).ravel()
gaps = energy[1:] - energy[0]
strengths = dipole[1:] ** 2
box_sum_var, box_sum_alpha, box_trk, box_gap = spectral_sums(
    strengths, gaps, 1e-12)
first_gap = gaps.min()
first_gap_strength = strengths[np.argmin(gaps)]

# Closed forms to be tested
box_var = Lx**2 * (1 / 12 - 1 / (2 * np.pi**2))
box_delta = 3 * np.pi**2 / (2 * Lx**2)
box_alpha = (15 - np.pi**2) * Lx**4 / (12 * np.pi**4)

# Variance from the density, and completeness of the dipole sum
density = box_functions(1, Lx)[0] ** 2
w_x = weights * Lx / 2
density_var = (w_x * density * x_grid**2).sum() \
    - (w_x * density * x_grid).sum() ** 2
assert np.isclose(density_var, box_var, rtol=1e-10)
assert np.isclose(box_sum_var, density_var, rtol=1e-6)  # 40 x-states kept
assert np.isclose(box_sum_alpha, box_alpha, rtol=1e-7)
assert np.isclose(box_gap, box_delta, rtol=1e-10)
# The energy-weighted sum converges slowly, as the inverse cube of the cutoff
assert np.isclose(box_trk, 0.5, atol=1e-4)
# The lowest excitation is along y and carries no x-dipole strength
assert np.isclose(first_gap, 3 * np.pi**2 / (2 * Ly**2), rtol=1e-10)
assert first_gap_strength < 1e-20 and first_gap < box_delta

# Finite-field energies in a three-dimensional product basis
nx, ny, nz = 12, 3, 2
H_box = np.diag((box_energies(nx, Lx)[:, None, None]
                 + box_energies(ny, Ly)[None, :, None]
                 + box_energies(nz, Lz)[None, None, :]).ravel())
X_box = np.kron(np.kron(X[:nx, :nx], Sy), Sz[:nz, :nz])
F_box = 1e-3
e_minus, e_zero, e_plus = [np.linalg.eigvalsh(H_box + f * X_box)[0]
                           for f in (-F_box, 0.0, F_box)]
box_field_alpha = -(e_plus - 2 * e_zero + e_minus) / F_box**2
assert np.isclose(box_field_alpha, box_alpha, rtol=1e-4)

# Closed-form first-order response: equation, boundary value, polarizability
x, L = sp.symbols("x L", positive=True)
k = sp.pi / L
response = ((x**2 / (2 * k) - L**2 / (8 * k)) * sp.sin(k * x)
            + x * sp.cos(k * x) / (2 * k**2))
residual = (-sp.diff(response, x, 2) / 2 - k**2 * response / 2
            + x * sp.cos(k * x))
assert sp.simplify(sp.expand(residual)) == 0
assert sp.simplify(response.subs(x, L / 2)) == 0
response_values = sp.lambdify(x, response.subs(L, Lx), "numpy")(x_grid)
psi1 = np.sqrt(2 / Lx) * response_values
psi0 = box_functions(1, Lx)[0]
assert abs(np.sum(w_x * psi0 * psi1)) < 1e-10
response_alpha = -2 * np.sum(w_x * psi0 * x_grid * psi1)
assert np.isclose(response_alpha, box_alpha, rtol=1e-10)

box_upper = 2 * density_var / box_gap
box_lower = 4 * density_var**2
assert box_lower < box_field_alpha < box_upper
assert box_gap < 1 / (2 * density_var)

# ---------------- Two-dimensional polynomial wells ----------------
SIZE = 24
ladder = np.sqrt(np.arange(1, SIZE + 8) / 2)
q_big = np.diag(ladder, 1) + np.diag(ladder, -1)
Q = [np.linalg.matrix_power(q_big, p)[:SIZE, :SIZE] for p in range(5)]
kinetic = np.diag(np.arange(SIZE) + 0.5) - Q[2] / 2
X_well = np.kron(Q[1], Q[0])
X2_well = np.kron(Q[2], Q[0])


def well_hamiltonian(kx, ky, cubic, coupling, quartic):
    """V = kx x^2/2 + ky y^2/2 + cubic x^3 + coupling x y^2
           + quartic (x^2 + y^2)^2"""
    one = Q[0]
    return (np.kron(kinetic + kx * Q[2] / 2 + cubic * Q[3], one)
            + np.kron(one, kinetic + ky * Q[2] / 2)
            + coupling * np.kron(Q[1], Q[2])
            + quartic * (np.kron(Q[4], one) + np.kron(one, Q[4])
                         + 2 * np.kron(Q[2], Q[2])))


def analyse_well(H, field=0.005):
    e, v = np.linalg.eigh(H)
    ground = v[:, 0]
    matrix_elements = v.T @ (X_well @ ground)
    s = matrix_elements[1:] ** 2
    sums = spectral_sums(s, e[1:] - e[0], 1e-8)
    mean = ground @ X_well @ ground
    variance = ground @ X2_well @ ground - mean**2
    field_energy, field_mean = [], []
    for f in (-field, field):
        ef, vf = np.linalg.eigh(H + f * X_well)
        field_energy.append(ef[0])
        field_mean.append(vf[:, 0] @ X_well @ vf[:, 0])
    alpha_energy = -(sum(field_energy) - 2 * e[0]) / field**2
    alpha_dipole = (field_mean[0] - field_mean[1]) / (2 * field)
    assert np.isclose(sums[0], variance, rtol=1e-6)
    assert np.isclose(sums[1], alpha_energy, rtol=2e-4)
    assert np.isclose(sums[1], alpha_dipole, rtol=2e-4)
    assert np.isclose(sums[2], 0.5, atol=1e-5)
    return mean, variance, alpha_dipole, sums[3], e[1] - e[0], s[0]


well = analyse_well(well_hamiltonian(1.0, 0.36, 0.1, 0.1, 0.05))
w_mean, w_var, w_alpha, w_gap, w_first, w_first_strength = well
w_upper, w_lower = 2 * w_var / w_gap, 4 * w_var**2
assert abs(w_mean) > 1e-2
assert w_first_strength < 1e-16 and w_first < w_gap
assert w_lower < w_alpha < w_upper

# Harmonic well: all dipole strength at one energy, so equality
harmonic = analyse_well(well_hamiltonian(0.64, 0.25, 0.0, 0.0, 0.0))
h_var, h_alpha, h_gap = harmonic[1:4]
assert np.isclose(h_gap, 0.8, rtol=1e-6)
assert np.isclose(h_alpha, 1 / 0.64, rtol=1e-5)
assert np.isclose(h_alpha, 2 * h_var / h_gap, rtol=1e-5)

# ---------------- Delta well: only continuum excitations ----------------
# Ground state exp(-|x|); odd continuum states sin(kx)/sqrt(pi), k > 0
t, wt = np.polynomial.legendre.leggauss(1000)
r, wr = 20 * (t + 1), 20 * wt
s_nodes, s_weights = np.polynomial.legendre.leggauss(300)
wave, wave_weights = 15 * (s_nodes + 1), 15 * s_weights
amplitude = 2 / np.sqrt(np.pi) * (
    np.sin(np.outer(wave, r)) @ (wr * r * np.exp(-r)))
continuum_strength = wave_weights * amplitude**2
continuum_gap = (wave**2 + 1) / 2
d_sum_var, d_alpha, d_trk, _ = spectral_sums(
    continuum_strength, continuum_gap, 0.0)
d_var = 2 * np.sum(wr * r**2 * np.exp(-2 * r))
d_threshold = 0.5
d_upper, d_lower = 2 * d_var / d_threshold, 4 * d_var**2
assert np.isclose(d_sum_var, d_var, rtol=1e-6)
assert np.isclose(d_alpha, 5 / 4, rtol=1e-7)
assert np.isclose(d_trk, 0.5, atol=1e-4)  # wave numbers above 30 omitted
assert d_lower < d_alpha < d_upper

# ---------------- Printed numbers ----------------
print("BOX")
show("Side Lx", Lx, "bohr", 1)
show("Side Ly", Ly, "bohr", 1)
show("Side Lz", Lz, "bohr", 1)
show("Position variance along x", density_var, "bohr^2")
show("Lowest excitation energy (y, forbidden)", first_gap, "hartree")
show("First x-allowed excitation energy", box_gap, "hartree")
show("First x-allowed excitation energy", box_gap * HARTREE_EV, "eV", 4)
show("Ceiling 1/(2 Var) on that energy", 1 / (2 * density_var), "hartree")
show("First allowed squared matrix element", X[1, 0] ** 2, "bohr^2")
show("Its share of the variance", X[1, 0] ** 2 / density_var, "(ratio)")
show("Polarizability, closed form", box_alpha, "a.u.", 5)
show("Polarizability, sum over states", box_sum_alpha, "a.u.", 5)
show("Polarizability, finite field", box_field_alpha, "a.u.", 4)
show("Field strength used", F_box, "a.u.", 4)
show("Upper bound 2 Var/Delta", box_upper, "a.u.", 5)
show("Lower bound 4 Var^2", box_lower, "a.u.", 5)
show("Polarizability / upper bound", box_alpha / box_upper, "(ratio)", 5)
show("Weaker bound from forbidden gap", 2 * density_var / first_gap,
     "a.u.", 4)
show("Polarizability volume", box_alpha * BOHR_ANGSTROM**3, "angstrom^3", 4)
show("Upper bound as volume", box_upper * BOHR_ANGSTROM**3, "angstrom^3", 4)
print("ANHARMONIC WELL: kx=1, ky=0.36, cubic=coupling=0.1, quartic=0.05")
show("Mean position", w_mean, "bohr", 5)
show("Position variance", w_var, "bohr^2", 5)
show("Lowest excitation energy (forbidden)", w_first, "hartree", 5)
show("First allowed excitation energy", w_gap, "hartree", 5)
show("Polarizability, finite field", w_alpha, "a.u.", 4)
show("Upper bound", w_upper, "a.u.", 4)
show("Lower bound", w_lower, "a.u.", 4)
print("HARMONIC WELL: kx=0.64, ky=0.25")
show("Position variance", h_var, "bohr^2", 4)
show("First allowed excitation energy", h_gap, "hartree", 4)
show("Polarizability, finite field", h_alpha, "a.u.", 4)
show("Upper bound", 2 * h_var / h_gap, "a.u.", 4)
print("DELTA WELL: decay constant 1 per bohr")
show("Position variance", d_var, "bohr^2", 4)
show("Continuum threshold", d_threshold, "hartree", 4)
show("Polarizability, continuum integral", d_alpha, "a.u.", 4)
show("Upper bound", d_upper, "a.u.", 4)
show("Lower bound", d_lower, "a.u.", 4)
print("ALL CHECKS PASSED")
```

It prints:

```
BOX
Side Lx: 6.0 bohr
Side Ly: 10.0 bohr
Side Lz: 4.0 bohr
Position variance along x: 1.176219 bohr^2
Lowest excitation energy (y, forbidden): 0.148044 hartree
First x-allowed excitation energy: 0.411234 hartree
First x-allowed excitation energy: 11.1902 eV
Ceiling 1/(2 Var) on that energy: 0.425091 hartree
First allowed squared matrix element: 1.168041 bohr^2
Its share of the variance: 0.993047 (ratio)
Polarizability, closed form: 5.68820 a.u.
Polarizability, sum over states: 5.68820 a.u.
Polarizability, finite field: 5.6882 a.u.
Field strength used: 0.0010 a.u.
Upper bound 2 Var/Delta: 5.72044 a.u.
Lower bound 4 Var^2: 5.53396 a.u.
Polarizability / upper bound: 0.99436 (ratio)
Weaker bound from forbidden gap: 15.8901 a.u.
Polarizability volume: 0.8429 angstrom^3
Upper bound as volume: 0.8477 angstrom^3
ANHARMONIC WELL: kx=1, ky=0.36, cubic=coupling=0.1, quartic=0.05
Mean position: -0.13753 bohr
Position variance: 0.44142 bohr^2
Lowest excitation energy (forbidden): 0.85913 hartree
First allowed excitation energy: 1.12906 hartree
Polarizability, finite field: 0.7808 a.u.
Upper bound: 0.7819 a.u.
Lower bound: 0.7794 a.u.
HARMONIC WELL: kx=0.64, ky=0.25
Position variance: 0.6250 bohr^2
First allowed excitation energy: 0.8000 hartree
Polarizability, finite field: 1.5625 a.u.
Upper bound: 1.5625 a.u.
DELTA WELL: decay constant 1 per bohr
Position variance: 0.5000 bohr^2
Continuum threshold: 0.5000 hartree
Polarizability, continuum integral: 1.2500 a.u.
Upper bound: 2.0000 a.u.
Lower bound: 1.0000 a.u.
ALL CHECKS PASSED
```
